# The specific mass shift in terms of Vinti integrals, part 1

(Sections cited here and not found follow in the later parts.)

## Result

An atom with nuclear mass $M$ has, in its centre-of-mass frame, the recoil operator

$$H_{\rm SMS}=\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j=-\frac{\hbar^2}{M}\sum_{i<j}\nabla_i\cdot\nabla_j ,\tag{1}$$

whose expectation value is the specific mass shift. For central-field orbitals $\psi_{nlm}=r^{-1}P_{nl}(r)\,Y_{lm}$ two statements hold.

(A) The gradient has the same angular matrix elements as the unit vector $\hat{\mathbf r}$, whose spherical components are $C^1_q=\sqrt{4\pi/3}\,Y_{1q}$:

$$\langle nlm|\nabla_q|n'l'm'\rangle=V(nl,n'l')\,\langle lm|C^1_q|l'm'\rangle ,\tag{2}$$

which vanishes unless $l'=l\pm1$. The radial factor is, up to a sign, the Vinti integral

$$J(nl,n'\,l{-}1)=\int_0^\infty P_{nl}\left(\frac{d}{dr}-\frac lr\right)P_{n'\,l-1}\,dr ,\tag{3}$$

namely $V(nl,n'\,l{-}1)=+J$ and $V(n'\,l{-}1,nl)=-J$. In (3), $l$ is the larger of the two orbital quantum numbers, and $J$ has the unit m$^{-1}$.

(B) Every matrix element of (1) is obtained from the $k=1$ part of the Coulomb matrix element between the same states by the replacement

$$R^1(ab,cd)\;\to\;-\frac{\hbar^2}{M}\,V(a,c)\,V(b,d).\tag{4}$$

Inside one configuration this reads $G^1(a,b)\to+(\hbar^2/M)J^2$: the coefficient of $(\hbar^2/M)J^2$ in the mass shift of a term is the coefficient of $G^1$ in its Coulomb energy. The configuration average is

$$E_{\rm SMS}^{\rm av}=-\frac{\hbar^2}{M}\sum_{l_a=l_b+1}w_aw_b\,\frac{l_a}{2(4l_a^2-1)}\,J(a,b)^2 ,\tag{5}$$

with shell occupations $w$ and coefficients $1/6$, $1/15$, $3/70$ for $sp$, $pd$, $df$. The parallel with $G^1$ has two limits. It concerns $k=1$ alone, so $G^3$ and all $F^k$ have no counterpart. And for the configuration-interaction integral $R^1(ss,pp)$, which is numerically equal to $G^1(s,p)$, the replacement is $-(\hbar^2/M)J^2$, with the opposite sign.

## The recoil operator

The treatment is nonrelativistic. The nucleus has position $\mathbf R_0$ and mass $M$, the $N$ electrons have positions $\mathbf R_i$ and mass $m$, and $M_t=M+Nm$. The kinetic energy is $-(\hbar^2/2M)\nabla_{R_0}^2-(\hbar^2/2m)\sum_i\nabla_{R_i}^2$. Introduce relative coordinates $\mathbf r_i=\mathbf R_i-\mathbf R_0$ and the centre of mass $\mathbf X=(M\mathbf R_0+m\sum_i\mathbf R_i)/M_t$. The chain rule gives

$$\nabla_{R_i}=\nabla_i+\frac m{M_t}\nabla_X,\qquad \nabla_{R_0}=-\sum_i\nabla_i+\frac M{M_t}\nabla_X .$$

On squaring, the cross terms with $\nabla_X$ are $\frac1{2m}\cdot2\frac m{M_t}\sum_i\nabla_i\cdot\nabla_X$ from the electrons and $-\frac1{2M}\cdot2\frac M{M_t}\sum_i\nabla_i\cdot\nabla_X$ from the nucleus, and they cancel. The terms in $\nabla_X^2$ have the coefficient $(Nm+M)/2M_t^2=1/2M_t$ and describe free motion of the whole atom, which is dropped. With $\mathbf p_i=-i\hbar\nabla_i$ the internal kinetic energy is

$$\sum_i\frac{p_i^2}{2m}+\frac{1}{2M}\Big(\sum_i\mathbf p_i\Big)^2=T+\frac mM\,T+\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j ,\qquad T=\sum_i\frac{p_i^2}{2m}.$$

The square contains each pair twice, which removes the factor $1/2$ in the last term. The term $(m/M)T$ is the normal mass term, equivalent to using the reduced mass. The last term is (1), where $(-i\hbar)^2=-\hbar^2$ supplies the sign. It is treated in first order in $1/M$, so its contribution to the difference of a level between two isotopes is proportional to $1/M-1/M'$.

Since $(\sum_i\mathbf p_i)^2$ is a positive operator, every state obeys $E_{\rm SMS}\ge-(m/M)\langle T\rangle$.

## Conventions

The radial functions are real and normalized, $\int P^2dr=1$, behave as $r^{l+1}$ at the origin, decay at infinity, and are the same for all $m$ and both spins of a shell. Orbitals of equal $l$ and different $n$ are orthogonal. With $t=\cos\theta$, and $\mathcal P_l^{(m)}$ the $m$-th derivative of the Legendre polynomial $\mathcal P_l(t)$, the spherical harmonics carry Condon–Shortley phases:

$$Y_{lm}=(-1)^mN_{lm}\sin^m\!\theta\,e^{im\phi}\,\mathcal P_l^{(m)}(t)\quad(m\ge0),\qquad N_{lm}^2=\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!},$$

with $N_{lm}>0$ and $Y_{l,-m}=(-1)^mY_{lm}^*$.

The spherical components of a vector are $a_0=a_z$, $a_{\pm1}=\mp(a_x\pm ia_y)/\sqrt2$. Then $a_{1}b_{-1}=-\frac12(a_x+ia_y)(b_x-ib_y)$ and $a_{-1}b_{1}=-\frac12(a_x-ia_y)(b_x+ib_y)$, whose sum is $-(a_xb_x+a_yb_y)$. Hence

$$\mathbf a\cdot\mathbf b=\sum_q(-1)^qa_qb_{-q}.\tag{6}$$

For the position vector, $x_0=r\cos\theta$ and $x_{\pm1}=\mp r\sin\theta\,e^{\pm i\phi}/\sqrt2$. Comparison with $Y_{1q}$ gives $x_q=rC^1_q$ and $C^1_{-q}=(-1)^qC_q^{1*}$. The integral over $\phi$ makes $\langle lm|C^1_q|l'm'\rangle$ vanish unless $q=m-m'$, and the surviving element is written $c^1(lm,l'm')=\langle lm|C^1_{m-m'}|l'm'\rangle$.

## The gradient of a central-field orbital

Let the ket have orbital quantum number $\lambda$ and projection $\mu$, and radial part $R=P/r$. Write

$$\psi=R\,Y_{\lambda\mu}=f(r)\,\mathcal Y,\qquad \mathcal Y=r^\lambda Y_{\lambda\mu},\qquad f=R/r^\lambda .$$

The solid harmonic $\mathcal Y$ is a homogeneous polynomial of degree $\lambda$ in $x,y,z$ with $\Delta\mathcal Y=0$. The converse is also needed: a homogeneous harmonic polynomial of degree $L$ is $r^L$ times a combination of the $Y_{LM}$. To see it, write the polynomial as $r^Lg(\theta,\phi)$ and use $\Delta=r^{-1}\partial_r^2r-\mathbf L^2/\hbar^2r^2$; the condition $\Delta(r^Lg)=0$ becomes $\mathbf L^2g=\hbar^2L(L+1)g$.

The product rule, with $\nabla_qf(r)=f'x_q/r$, gives

$$\nabla_q\psi=\frac{f'}{r}\,x_q\mathcal Y+f\,\nabla_q\mathcal Y .\tag{7}$$

The function $h=\nabla_q\mathcal Y$ is homogeneous of degree $\lambda-1$, and harmonic because $\nabla_q$ commutes with $\Delta$; it is pure $L=\lambda-1$. The polynomial $x_q\mathcal Y$ has degree $\lambda+1$ but is not harmonic, and it has to be split. Use $\Delta(uv)=u\Delta v+v\Delta u+2\nabla u\cdot\nabla v$ twice. First, $x_q=\mathbf e_q\cdot\mathbf r$ and $\nabla_q=\mathbf e_q\cdot\nabla$ with one constant vector $\mathbf e_q$, so $\Delta x_q=0$, $\nabla x_q\cdot\nabla\mathcal Y=\nabla_q\mathcal Y$, and

$$\Delta(x_q\mathcal Y)=2h .$$

Second, $\Delta r^2=6$, $\nabla r^2=2\mathbf r$, and $\mathbf r\cdot\nabla h=(\lambda-1)h$ by homogeneity, so

$$\Delta(r^2h)=6h+4(\lambda-1)h=2(2\lambda+1)h .$$

The combination $x_q\mathcal Y-r^2h/(2\lambda+1)$ is therefore harmonic, of degree $\lambda+1$. Since $x_q\mathcal Y=r^{\lambda+1}C^1_qY_{\lambda\mu}$, division by $r^{\lambda+1}$ gives

$$C^1_qY_{\lambda\mu}=A_++A_-,\qquad A_-=\frac{\nabla_q\mathcal Y}{(2\lambda+1)\,r^{\lambda-1}},\tag{8}$$

where $A_+$ is a pure $L=\lambda+1$ function of angle and $A_-$ a pure $L=\lambda-1$ function (zero for $\lambda=0$). Equation (8) carries the whole argument: the new angular function $\nabla_q\mathcal Y$ produced by the gradient is a fixed multiple of one that already occurs in $C^1_qY_{\lambda\mu}$.

Insert $x_q\mathcal Y=r^{\lambda+1}(A_++A_-)$ and $\nabla_q\mathcal Y=(2\lambda+1)r^{\lambda-1}A_-$ in (7):

$$\nabla_q\psi=r^\lambda f'A_++\left[r^\lambda f'+(2\lambda+1)r^{\lambda-1}f\right]A_- .$$

From $f=Rr^{-\lambda}$ follow $r^\lambda f'=R'-\lambda R/r$ and $r^{\lambda-1}f=R/r$, and $-\lambda+(2\lambda+1)=\lambda+1$. Thus

$$\nabla_q(RY_{\lambda\mu})=\Big(R'-\frac\lambda rR\Big)A_++\Big(R'+\frac{\lambda+1}rR\Big)A_- .$$

Two cases check the radial factors. For $R=r^\lambda$ the first bracket vanishes, as it must, since the gradient of a solid harmonic only lowers the degree. For $R=r^{-\lambda-1}$ the second vanishes, as it must, since the gradient of a multipole field is the next higher multipole field.

Finally put $R=P/r$, so $R'=P'/r-P/r^2$:

$$\nabla_q\psi=\frac1r\Big(P'-\frac{\lambda+1}rP\Big)A_++\frac1r\Big(P'+\frac\lambda rP\Big)A_- .\tag{9}$$

## Reduction to the Vinti integral

Multiply (9) by the bra $r^{-1}P_{nl}Y_{lm}^*$ and integrate with $r^2dr\,d\Omega$. The two factors $1/r$ cancel $r^2$. By orthogonality, $Y_{lm}$ overlaps only $A_+$ if $l=\lambda+1$, only $A_-$ if $l=\lambda-1$, and neither otherwise. In each of the two cases the overlap equals $\langle lm|C^1_q|\lambda\mu\rangle$, because by (8) the other part is orthogonal to $Y_{lm}$. This proves the form (2).

For the step upward, $\lambda=l-1$, so $\lambda+1=l$ and the radial factor is $\int P_{nl}(P'_{n'l-1}-lP_{n'l-1}/r)\,dr$, which is (3).

For the step downward let the ket be $a=nl$, so $\lambda=l$, and the bra $b=n'\,l{-}1$. Integration by parts gives

$$V(b,a)=\int_0^\infty P_b\Big(P_a'+\frac lrP_a\Big)dr=\Big[P_aP_b\Big]_0^\infty-\int_0^\infty P_a\Big(P_b'-\frac lrP_b\Big)dr=-J(a,b).$$

The boundary term vanishes since $P_aP_b\sim r^{2l+1}$ at the origin and both functions decay. The integrand of $J$ is bounded by a multiple of $r^{2l}$ near the origin, so nothing is singular. The minus sign expresses that $\nabla$ is a real anti-Hermitian operator, whereas $\hat{\mathbf r}$ is real and Hermitian.

Two points need care. Written with $R$ and the weight $r^2$, the same integral is $\int R_{nl}\,[d/dr-(l-1)/r]\,R_{n'l-1}\,r^2dr$, and the $l$ of the $P$ form must not be mixed with the $l-1$ of the $R$ form. Also, $J$ is not symmetric in its arguments: the derivative with $-l/r$ acts on the function of lower $l$. The sign of $J$ further depends on the arbitrary signs of $P_a$ and $P_b$. This is harmless in $J^2$, but in products of different integrals the same sign convention must be used for $J$ and for the Coulomb integrals that fix the wave function.

Equation (2) was tested numerically for all pairs of states with $l,l'\le3$ and all $q$. The orbitals were polynomials times exponentials, the Cartesian derivatives were taken symbolically, and the matrix elements were integrated on a three-dimensional product grid. The largest deviation from $V$ times the angular factors of the next part, the vanishing elements and both signs included, was $3.4\times10^{-14}/a_0$.

## The angular factors

Take the step upward, $l-1\to l$. By (8), $C^1_qY_{l-1,m'}=c\,Y_{lm}+c'\,Y_{l-2,m}$ with $m=m'+q$ and $c=c^1(lm,l{-}1\,m')$. For $m\ge0$ remove the common factor $(-1)^m\sin^m\theta\,e^{im\phi}$. What remains is an identity between polynomials in $t$, in which the power $t^{l-m}$ on the right comes from $Y_{lm}$ alone. Comparing leading coefficients therefore gives $c$. Rodrigues' formula gives the leading coefficient of $\mathcal P_l$ as $k_l=(2l)!/(2^l\,l!^2)$, that of $\mathcal P_l^{(m)}$ is $k_l\,l!/(l-m)!$, and

$$\frac{k_l\,l!}{k_{l-1}(l-1)!}=\frac{2l(2l-1)}{2l^2}\cdot l=2l-1 .$$

Case $q=0$. The left side is $N_{l-1,m}\,t\,\mathcal P_{l-1}^{(m)}$. The comparison reads $cN_{lm}k_l\,l!/(l-m)!=N_{l-1,m}k_{l-1}(l-1)!/(l-1-m)!$, so

$$c=\frac{N_{l-1,m}}{N_{lm}}\frac{l-m}{2l-1},\qquad\frac{N_{l-1,m}^2}{N_{lm}^2}=\frac{2l-1}{2l+1}\,\frac{l+m}{l-m},\qquad c^2=\frac{l^2-m^2}{4l^2-1}.$$

Case $q=+1$, $m\ge1$, $m'=m-1$. The sign of $C^1_1=-\sin\theta\,e^{i\phi}/\sqrt2$ turns $(-1)^{m-1}$ into $(-1)^m$, and the left side is $N_{l-1,m-1}\mathcal P_{l-1}^{(m-1)}/\sqrt2$, with leading coefficient proportional to $k_{l-1}(l-1)!/(l-m)!$. The factorials $(l-m)!$ cancel, and

$$c=\frac{N_{l-1,m-1}}{N_{lm}}\frac1{\sqrt2\,(2l-1)},\qquad\frac{N_{l-1,m-1}^2}{N_{lm}^2}=\frac{2l-1}{2l+1}\,\frac{(l+m)!}{(l+m-2)!}.$$

Case $q=-1$, $m\ge0$, $m'=m+1$. Here $C^1_{-1}=+\sin\theta\,e^{-i\phi}/\sqrt2$, the phase is $(-1)^{m+1}$, and there are two extra powers of $\sin\theta$. The left side is $-N_{l-1,m+1}(1-t^2)\mathcal P_{l-1}^{(m+1)}/\sqrt2$, whose leading coefficient is positive and proportional to $k_{l-1}(l-1)!/(l-m-2)!$. Then

$$c=\frac{N_{l-1,m+1}}{N_{lm}}\frac{(l-m)(l-m-1)}{\sqrt2\,(2l-1)},\qquad\frac{N_{l-1,m+1}^2}{N_{lm}^2}=\frac{2l-1}{2l+1}\,\frac1{(l-m)(l-m-1)}.$$

The last two cases combine into one formula. The three results are

$$c^1(lm,l{-}1\,m)^2=\frac{l^2-m^2}{4l^2-1},\qquad c^1(lm,l{-}1\,m{\mp}1)^2=\frac{(l\pm m)(l\pm m-1)}{2(4l^2-1)},\tag{10}$$

and each $c^1$ is the positive root. The remaining values of $m$ follow by conjugation. Replacing $Y_{l,-m}$, $C^1_{-q}$, $Y_{l',-m'}$ by their conjugate forms gives the phase $(-1)^{m+q+m'}=(-1)^{2m}=1$ times the conjugate of a real integral, so $c^1(l\,{-m},l'\,{-m'})=c^1(lm,l'm')$. This maps $q=+1$, $m\le0$ on $q=-1$, $-m\ge0$, and $q=-1$, $m\le-1$ on $q=+1$, $-m\ge1$, and (10) is unchanged by reversing $m$ together with the choice of sign. It holds for all $m$.

The step downward follows from $C^1_{-q}=(-1)^qC^{1*}_q$:

$$c^1(l'm',lm)=\int Y^*_{l'm'}C^1_{-q}Y_{lm}\,d\Omega=(-1)^q\Big[\int Y^*_{lm}C^1_qY_{l'm'}\,d\Omega\Big]^*=(-1)^{m-m'}c^1(lm,l'm').\tag{11}$$

For $s$–$p$ all three squares equal $1/3$. For $p$–$d$, (10) with $l=2$ gives, in units of $1/15$: $(d_0,p_0)$ 4; $(d_{\pm1},p_{\pm1})$ 3; $(d_{\pm2},p_{\pm1})$ 6; $(d_{\pm1},p_0)$ 3; $(d_0,p_{\pm1})$ 1.

Two sums are needed. At fixed $m$, the two terms with $q=\pm1$ have the numerators $\frac12[(l+m)^2-(l+m)+(l-m)^2-(l-m)]=l^2+m^2-l$, and adding $l^2-m^2$ gives $l(2l-1)$. At fixed $m'$, put $m=m'\pm1$; the numerators are $\frac12[(l+m'+1)(l+m')+(l-m'+1)(l-m')]=l^2+m'^2+l$, and adding $l^2-m'^2$ gives $l(2l+1)$. Hence

$$\sum_{m'}c^1(lm,l{-}1\,m')^2=\frac l{2l+1},\qquad\sum_mc^1(lm,l{-}1\,m')^2=\frac l{2l-1},\tag{12}$$

independent of the fixed projection, and the sum over both is $l$. In the language of $3j$ symbols, $c^1(lm,l'm')=(-1)^m\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&1&l'\\0&0&0\end{pmatrix}\begin{pmatrix}l&1&l'\\-m&m-m'&m'\end{pmatrix}$; this form was compared with (10) and (11) for all $l\le3$ and agrees, signs included.

This part has derived the recoil operator (1), proved that the gradient has the angular matrix elements of the unit vector with the Vinti integral as radial factor, and found the angular factors. It remains to prove the Coulomb replacement (4) and the configuration average (5), and to apply them.
